# Why series resistance makes a capacitor's parallel-mode reading roll off

**Question.** A capacitor has a fixed capacitance and no leakage. A capacitance meter set to parallel mode reads it correctly at low frequency, but the reading falls steadily as the frequency is raised. The one other element in the circuit is a resistance in series with the capacitor, such as that of a contact or a substrate. A resistor stores no charge, so why does it change the measured capacitance, and by how much?

**Answer.**

## What the meter calls capacitance

Let the meter apply a small sinusoidal voltage $v(t)=\mathrm{Re}(Ve^{j\omega t})$, with $\omega=2\pi f$, and measure the steady-state current $i(t)=\mathrm{Re}(Ie^{j\omega t})$. The signal is small enough for the capacitance to be treated as constant during a cycle, even if it depends on the dc bias. The meter measures one complex number, the admittance $Y=I/V$. In parallel mode it reports this number as

$$Y=G_p+j\omega C_p .$$

This is the admittance of a conductance $G_p$ and a capacitance $C_p$ side by side, each receiving the whole terminal voltage. The reported capacitance is therefore

$$C_p=\frac{\mathrm{Im}\,Y}{\omega},$$

which is the part of the current a quarter cycle ahead of the terminal voltage, divided by $\omega|V|$.

The same quantity can be stated in terms of charge. All the current flows onto the capacitor plate, so $I=j\omega Q$, where $Q$ is the complex amplitude of the plate charge. Then

$$C_p=\frac{1}{\omega}\,\mathrm{Im}\!\left(\frac{j\omega Q}{V}\right)=\mathrm{Re}\!\left(\frac{Q}{V}\right).$$

The meter reports the charge that moves in phase with the terminal voltage, per unit of that voltage. The charge on the capacitor follows a different voltage, the one across its own plates.

## The mechanism: a smaller voltage that arrives late

Let $V_c$ be the voltage across the capacitor $C$, and $R$ the series resistance. The current is common to both elements:

$$V=RI+V_c,\qquad I=j\omega C\,V_c .$$

Inserting the second relation into the first gives

$$V=(1+jx)\,V_c,\qquad x=\omega RC .$$

The dimensionless number $x$ compares the charging time $RC$ with the time scale $1/\omega$ of the drive. To separate size from timing, define an angle $\theta$ between $0$ and $90^\circ$ by $\tan\theta=x$. Then $1+jx=\sqrt{1+x^2}\,e^{j\theta}$ and $\cos\theta=1/\sqrt{1+x^2}$, so that

$$V_c=V\cos\theta\;e^{-j\theta}.$$

The resistor has two effects. It takes part of the voltage, so the capacitor receives only the fraction $\cos\theta$ of the terminal amplitude. It also delays the charging, so the capacitor voltage lags the terminal voltage by $\theta$.

Each effect costs the reading one factor of $\cos\theta$. The charge amplitude is $C|V|\cos\theta$ because the capacitor voltage is reduced. Of this charge, only the fraction $\cos\theta$ is in phase with the terminal voltage, because the charge lags by $\theta$. The product is

$$C_p=C\cos^2\theta .$$

The capacitance $C$ has not changed. The meter divides the in-phase part of the charge by a voltage that the capacitor does not fully receive.

## The formula

Since $\cos^2\theta=1/(1+x^2)$,

$$C_p=\frac{C}{1+\omega^2R^2C^2}.$$

The same result follows from the admittance without using the angle. From $I=j\omega CV_c$ and $V_c=V/(1+jx)$,

$$Y=\frac{j\omega C}{1+jx}.$$

To separate the real and imaginary parts, multiply numerator and denominator by $1-jx$. The denominator becomes $1+x^2$. In the numerator, $j\omega C(1-jx)=j\omega C+\omega Cx$, because $-j^2=1$. Hence

$$Y=\frac{\omega Cx}{1+x^2}+j\,\frac{\omega C}{1+x^2}.$$

The imaginary part divided by $\omega$ is the $C_p$ found above. The real part, with $x=\omega RC$, is

$$G_p=\frac{\omega^2RC^2}{1+\omega^2R^2C^2}.$$

The meter thus shows a parallel conductance although no current leaks through the capacitor. This conductance represents the heat produced in the series resistor.

An energy balance confirms both readings. Let angle brackets denote an average over one cycle. Since $|V_c|^2=|V|^2/(1+x^2)$,

$$C\langle v_c^2\rangle=\frac{C}{1+x^2}\langle v^2\rangle=C_p\langle v^2\rangle .$$

Half of each side is a mean stored energy. The parallel model places the whole terminal voltage across its capacitor, so it needs a smaller capacitance to hold the energy that is really stored. For the heat, $\langle i^2\rangle=\omega^2C^2\langle v_c^2\rangle$, and therefore

$$R\langle i^2\rangle=\frac{\omega^2RC^2}{1+x^2}\langle v^2\rangle=G_p\langle v^2\rangle .$$

## Slow and fast limits

The fractional loss of capacitance, relative to the true value, is

$$1-\frac{C_p}{C}=\frac{x^2}{1+x^2}=x^2-x^4+\dots\qquad(x<1).$$

For $x\ll1$ the loss is $x^2$, quadratic in frequency and in resistance. The reduced amplitude and the lag contribute equally, since each factor $\cos\theta$ is approximately $1-x^2/2$.

The reading has fallen to half the true value when $x=1$, that is, at

$$f_{1/2}=\frac{1}{2\pi RC}.$$

For $x\gg1$ the resistor limits the current. Expanding the voltage ratio in powers of $1/x$ gives

$$\frac{V_c}{V}=\frac{1}{1+jx}=-\frac{j}{x}+\frac{1}{x^2}+\dots$$

The leading term is a quarter cycle behind the terminal voltage and contributes nothing to $C_p$. The in-phase charge comes from the second term, so the reading falls as the square of the frequency:

$$C_p\to\frac{C}{x^2}=\frac{1}{\omega^2R^2C},\qquad G_p\to\frac1R .$$

In this limit the true capacitance stands in the denominator: a larger capacitor gives a smaller reading.

## The numbers

Take the round model values $C=100$ pF and $R=500\ \Omega$, so that $RC=50$ ns. At 1 MHz,

$$x=2\pi\,(10^{6}\ \mathrm{s^{-1}})(50\times10^{-9}\ \mathrm{s})=0.314,$$

$$C_p=\frac{100\ \mathrm{pF}}{1+0.314^2}=\frac{100\ \mathrm{pF}}{1.0987}=91.0\ \mathrm{pF}.$$

The capacitor receives 0.954 of the terminal voltage and lags it by $17.4^\circ$. The cosine of this lag is again 0.954, and the product of the two factors is 0.910. Dividing the current amplitude by $\omega|V|$, without regard to phase, would give 95.4 pF. That number contains the voltage loss but not the lag.

These values were checked by integrating the circuit equation $RC\,dv_c/dt+v_c=v(t)$ in time until the transient had died away, then averaging the current against a cosine and a sine. This procedure does not use the derived admittance. It gives the following readings, which agree with the formulas:

| $f$ (MHz) | $x$ | $C_p$ (pF) | $G_p$ (µS) |
|---|---|---|---|
| 0.01 | 0.00314 | 99.999 | 0.0197 |
| 0.1 | 0.0314 | 99.90 | 1.97 |
| 1 | 0.314 | 91.0 | 180 |
| 10 | 3.14 | 9.20 | 1816 |
| 100 | 31.4 | 0.101 | 1998 |

At 0.1 MHz the fractional loss is $9.860\times10^{-4}$, while $x^2=9.870\times10^{-4}$; the small difference is the $x^4$ term. The half-value frequency is 3.18 MHz. Between 10 and 100 MHz the reading drops by a factor of about 91, close to the factor of 100 in the high-frequency law. The conductance approaches $1/R=2000$ µS.

If the resistance is responsible, reducing it must restore the reading. With the same capacitor at 10 MHz and $R=5\ \Omega$, the reading is 99.9 pF instead of 9.20 pF. This equals the reading for $500\ \Omega$ at 0.1 MHz, as it should: for a given $C$, the ratio $C_p/C$ depends on frequency and resistance through the product $\omega R$.

## What this does to a film thickness and a C-V curve

Suppose the capacitance is that of a uniform parallel-plate film of area $A$, permittivity $\varepsilon$ and thickness $t=\varepsilon A/C$. In a metal-oxide-semiconductor device this requires a bias at which the semiconductor's own series capacitance can be neglected. Using $C_p$ in place of $C$ gives an apparent thickness

$$t_{\mathrm{app}}=\frac{\varepsilon A}{C_p}=t\,(1+x^2).$$

In the example at 1 MHz the film appears 9.9% thicker than it is. Since $x=\omega R\varepsilon A/t$, the error can also be written as

$$t_{\mathrm{app}}-t=\frac{(\omega R\varepsilon A)^2}{t},$$

so at fixed area, resistance and frequency a thinner film has a larger error, in absolute as well as relative terms.

A capacitance-voltage curve is not merely scaled down, because $x$ changes along it. At fixed $\omega$ and $R$, the quotient rule gives

$$\frac{dC_p}{dC}=\frac{(1+\omega^2R^2C^2)-C\,(2\omega^2R^2C)}{(1+\omega^2R^2C^2)^2}=\frac{1-x^2}{(1+x^2)^2}.$$

The reading rises with the true capacitance while $x<1$ and falls when $x>1$. Its maximum lies at $x=1$:

$$C=\frac{1}{\omega R},\qquad C_{p,\max}=\frac{1}{2\omega R}.$$

Let a second bias point of the same device have $C=20$ pF, with $R$ unchanged. At 1 MHz it reads 19.9 pF, a loss of 0.4%, while the 100 pF point loses 9.0%. The top of the curve is pressed down and the bottom hardly moves.

At 10 MHz the 20 pF point reads 14.3 pF and the 100 pF point reads 9.20 pF, so their order is reversed. The largest possible reading at this frequency is 15.9 pF, reached at a true capacitance of 31.8 pF. If the bias carries the capacitance continuously from 20 to 100 pF, the measured curve rises to this maximum and then falls. The resulting peak is produced by the series resistance and is not a feature of the device's capacitance.

A value of $C_p$ below the maximum is also ambiguous, even when $R$ is known. Replacing $C$ by $C'=1/(\omega^2R^2C)$ leaves the reading unchanged:

$$\frac{C'}{1+\omega^2R^2C'^2}=\frac{1/(\omega^2R^2C)}{1+1/(\omega^2R^2C^2)}=\frac{C}{1+\omega^2R^2C^2}.$$

The conductance reading removes the ambiguity.

## Recovering the true capacitance

The dissipation factor is the ratio of the two parts of the admittance. For the lossless capacitor with series resistance,

$$D=\frac{G_p}{\omega C_p}=\frac{\omega Cx/(1+x^2)}{\omega C/(1+x^2)}=x .$$

The unknown $x$ is therefore measured along with $C_p$, and

$$C=C_p(1+D^2),\qquad R=\frac{D}{\omega C}.$$

At 1 MHz, $D=0.314$ and $91.0\ \mathrm{pF}\times1.0987=100\ \mathrm{pF}$.

Switching the meter to series mode does the same. It then interprets the impedance as a resistance in series with a capacitance, which is the actual circuit:

$$Z=\frac1Y=R-\frac{j}{\omega C},\qquad C_s=-\frac{1}{\omega\,\mathrm{Im}\,Z}=C .$$

In the example the series-mode value is 100 pF at all five frequencies. The roll-off thus belongs to the parallel description of a series circuit.

The recovery has a practical limit. Suppose the meter has a small phase error $\delta$, in radians, so that it reports $Z(1-j\delta)$. The imaginary part becomes

$$-\frac{1}{\omega C}-\delta R=-\frac{1}{\omega C}(1+\delta x),$$

and the series reading becomes $C/(1+\delta x)$. The relative error is about $\delta x$ in size. At 100 MHz, where $x=31.4$, a phase error of one milliradian changes the recovered capacitance by about 3%. At small $x$ the recovered capacitance is less sensitive to this error, but the recovered resistance is more so. The real part of the reported impedance is $R-\delta/(\omega C)=R(1-\delta/x)$. At 0.01 MHz, where $x=0.00314$, the same milliradian turns $500\ \Omega$ into about $341\ \Omega$.

## When the capacitor is not lossless

Let a leakage conductance $G$ lie directly across the capacitor. The current through $R$ is now $(G+j\omega C)V_c$, so

$$V=\left[1+R(G+j\omega C)\right]V_c=(1+RG+jx)\,V_c,$$

$$Y=\frac{G+j\omega C}{1+RG+jx}.$$

Multiplying numerator and denominator by $1+RG-jx$ gives the imaginary part of the numerator as

$$\omega C(1+RG)-xG=\omega C+\omega RCG-\omega RCG=\omega C .$$

Therefore

$$C_p=\frac{C}{(1+RG)^2+\omega^2R^2C^2}=C\left|\frac{V_c}{V}\right|^2 .$$

The reading is again the true capacitance times the squared voltage ratio. The difference is that the leakage current causes a voltage drop in $R$ even at low frequency. For $G=500$ µS, $RG=0.25$, and the low-frequency reading is $100\ \mathrm{pF}/1.25^2=64.0$ pF. At 1 MHz it is 60.2 pF. A reading that is nearly independent of frequency is thus no proof that it equals $C$.

Series mode does not repair this unless the frequency is high enough that $\omega C\gg G$. The impedance is $R+1/(G+j\omega C)$, whose imaginary part is $-\omega C/(G^2+\omega^2C^2)$, and so

$$C_s=\frac{G^2+\omega^2C^2}{\omega^2C}=C\left[1+\left(\frac{G}{\omega C}\right)^2\right].$$

At 0.01 MHz this gives about $6.3\times10^{5}$ pF, at 1 MHz 163 pF, and at 10 MHz 100.6 pF. The correction $C_p(1+D^2)$ fails in the same way, because for any admittance

$$C_p(1+D^2)=\frac{G_p^2+\omega^2C_p^2}{\omega^2C_p}=\frac{|Y|^2}{\omega\,\mathrm{Im}\,Y}=-\frac{1}{\omega\,\mathrm{Im}\,Z}=C_s .$$

The second-last step uses $\mathrm{Im}\,Z=-\mathrm{Im}\,Y/|Y|^2$. With both $R$ and $G$ present there are three unknowns, and one complex reading supplies two numbers. If the three elements are constant, a reading at a second frequency or an independent value of $R$ supplies what is missing. An independent value of $G$ may not be enough: with $G=500$ µS, the 1 MHz reading of the example fits both $C=100$ pF with $R=500\ \Omega$ and $C=63.3$ pF with $R=50.9\ \Omega$.

Lead inductance $L$ also breaks the two-element model. It adds $j\omega L$ to the impedance of the lossless circuit, so that $\mathrm{Im}\,Z=-(1-\omega^2LC)/(\omega C)$ and $C_s=C/(1-\omega^2LC)$. Below the resonance at $\omega^2LC=1$, the series reading then rises with frequency.

These cases suggest a check on a measured roll-off. If a single, lumped, constant series resistance and a lossless, constant capacitance are the whole cause, then $C_s$ and $\mathrm{Re}\,Z$ must both be independent of frequency. The meter's phase error sets the resolution of this check: it shifts $C_s$ by the fraction $\delta x$ and $\mathrm{Re}\,Z$ by the fraction $\delta/x$, so $\mathrm{Re}\,Z$ is unreliable at small $x$ and $C_s$ at large $x$. A drift larger than this shows that something else contributes, such as leakage, inductance, a capacitance that itself depends on frequency, or a resistance spread along the electrode instead of lumped in series. In the last case the formulas above do not apply at high frequency. For $1500\ \Omega$ spread uniformly along the 100 pF and contacted at one end, which acts as $500\ \Omega$ at low frequency, $C_p$ is 22.7 pF at 10 MHz and 7.3 pF at 100 MHz, falling as $f^{-1/2}$ rather than $f^{-2}$, and $C_s$ is 47.7 pF at 10 MHz. The numerical output below lists the readings for the lossless and leaky cases.

## Numbers as computed

```
True capacitance C = 100.0 pF
Series resistance R = 500.0 ohm
Time constant RC = 50.00 ns
f = 0.01 MHz: x = 0.00314, Cp = 99.9990 pF, Gp = 0.0197 uS
   D = 0.00314, series-mode C = 100.000 pF, recovered R = 500.00 ohm
f = 0.1 MHz: x = 0.03142, Cp = 99.9014 pF, Gp = 1.9720 uS
   D = 0.03142, series-mode C = 100.000 pF, recovered R = 500.00 ohm
f = 1 MHz: x = 0.31416, Cp = 91.0170 pF, Gp = 179.6603 uS
   D = 0.31416, series-mode C = 100.000 pF, recovered R = 500.00 ohm
f = 10 MHz: x = 3.14159, Cp = 9.2000 pF, Gp = 1816.0007 uS
   D = 3.14159, series-mode C = 100.000 pF, recovered R = 500.00 ohm
f = 100 MHz: x = 31.41593, Cp = 0.1012 pF, Gp = 1997.9756 uS
   D = 31.41593, series-mode C = 100.000 pF, recovered R = 500.00 ohm
Half-value frequency = 3.1831 MHz, Cp there = 50.000 pF
Fractional loss at 0.1 MHz = 9.8599e-04, x^2 = 9.8696e-04
High-frequency law at 100 MHz = 0.1013 pF
1 MHz: capacitor voltage / terminal voltage = 0.95403
1 MHz: lag of capacitor voltage = 17.441 degrees
1 MHz: quadrature fraction of current = 0.95403
1 MHz: product of the two fractions = 0.91017
1 MHz: current amplitude/(w V) = 95.403 pF
1 MHz: apparent/true film thickness = 1.0987
10 MHz with R = 5.0 ohm: Cp = 99.901 pF
Second bias point, C = 20.0 pF, 1 MHz: Cp = 19.921 pF
Second bias point, C = 20.0 pF, 10 MHz: Cp = 14.339 pF
10 MHz: largest reading = 15.915 pF at C = 31.831 pF
Leakage conductance G = 500.0 uS, RG = 0.250
Leaky, 0.01 MHz: Cp = 64.000 pF, series-mode C = 633357.40 pF
Leaky, 1 MHz: Cp = 60.198 pF, series-mode C = 163.33 pF
```
